# Vibrational barrier reduction inferred from desorbed hydrogen

## The problem

Hydrogen must leave a silicon surface before growth from silane can continue. Two adsorbed H atoms recombine, and the H$_2$ molecule carries away some information about the barrier it crossed.

Suppose the surface is at $T=780$ K. The desorbing molecules are counted as a flux, summed over all directions and rotational states. Their ratio of $v=1$ to $v=0$ is $R=20$ times the ratio in an equilibrium gas at the same temperature.

For the reverse process, dissociative adsorption, use this model. A molecule in vibrational state $v$ sticks with probability $A$ if its normal translational energy $E$ exceeds a threshold $E_v$, and with probability zero otherwise. The plateau $A$ is the same for both states, the thresholds do not depend on rotation, and neither threshold is negative. Sticking refers to a surface at the same temperature $T$.

1. By how much does one quantum of vibration lower the threshold?
2. What fraction of the vibrational quantum is this reduction?
3. What mean normal energy does the model demand of the desorbed $v=0$ molecules?
4. How strongly does the inferred reduction depend on the data and on the assumptions?

## Hints

**Hint 1.** Put the surface in contact with an equilibrium gas. What must be true of the rate of each adsorption process and the rate of its time reverse?

**Hint 2.** Fast molecules hit a surface more often than slow ones. Weight the Maxwell distribution of the normal velocity by that velocity before changing to energy.

**Hint 3.** The thermal population ratio already contains the energy cost of the vibrational quantum. See where it goes when $R$ is formed.

**Hint 4.** For question 3, the measured ratio fixes a difference of thresholds. The condition $E_1\ge0$ then says something about $E_0$.

## Full solution

### From sticking to desorption

At equilibrium, detailed balance makes each microscopic process as frequent as its time reverse. The reverse of adsorption from state $v$ with normal energy $E$ is desorption into state $v$ with the same normal energy. Reversal changes the sign of the velocity, but not $E$. Summing over the states of the surface gives

$$
\text{desorbing flux}(v,E)=\text{incident equilibrium flux}(v,E)\times S_v(E),
$$

where $S_v(E)$ is the sticking probability on a surface at temperature $T$.

Now remove the gas. The desorbing flux keeps this distribution over $v$ and $E$ if the adsorbed layer remains internally in equilibrium at $T$. Its absolute rate may change as the coverage falls, but a factor common to both vibrational states does not affect their ratio.

### The incident flux

Let $n_v$ be the equilibrium number density in state $v$, $m$ the molecular mass and $u$ the speed towards the surface. The velocity components parallel to the surface do not enter $S_v$, so their normalized distributions integrate to one. The flux in the interval $du$ is

$$
dF_v=n_v\,u\sqrt{\frac{m}{2\pi kT}}\;e^{-mu^2/2kT}\,du .
$$

With $E=mu^2/2$ we have $dE=mu\,du$, so $u\,du=dE/m$. Therefore

$$
dF_v=\frac{n_v}{\sqrt{2\pi mkT}}\,e^{-E/kT}dE
=F_v\,e^{-E/kT}\frac{dE}{kT},
\qquad F_v=n_v\sqrt{\frac{kT}{2\pi m}} .
$$

The factor $u$ has been absorbed by the change of variable. The normal energy of the incident flux is thus distributed as a pure exponential, with no power of $E$ in front.

### The threshold average

The total desorbing flux in state $v$ is $D_v=F_v\langle S_v\rangle$, with

$$
\langle S_v\rangle=\int_0^\infty S_v(E)\,e^{-E/kT}\frac{dE}{kT}
=A\int_{E_v}^{\infty}e^{-E/kT}\frac{dE}{kT}
=A\,e^{-E_v/kT}.
$$

The second equality uses $E_v\ge0$. The two vibrational states have the same mass and temperature, so $F_1/F_0=n_1/n_0$, and

$$
\frac{D_1}{D_0}=\frac{n_1}{n_0}\,\frac{A\,e^{-E_1/kT}}{A\,e^{-E_0/kT}}
=\frac{n_1}{n_0}\,e^{(E_0-E_1)/kT}.
$$

By definition, $R$ is $D_1/D_0$ divided by the thermal ratio $n_1/n_0$. The thermal ratio cancels, and with it the energy of the vibrational quantum. Taking the logarithm gives

$$
R=e^{(E_0-E_1)/kT}\quad\Longrightarrow\quad
E_0-E_1=kT\ln R .
$$

The sign is as expected: $R>1$ means that the vibrating molecule has the lower threshold. If $R=1$ the thresholds are equal, and if $R<1$ vibration raises the threshold.

For the data given, $kT=0.06722$ eV and $\ln20=2.9957$, so

$$
E_0-E_1=0.06722\times2.9957\ \text{eV}=0.201\ \text{eV},
$$

or 19.4 kJ/mol. This answers question 1.

### Comparison with the vibrational quantum

The H$_2$ quantum can be computed from a potential-energy curve. Here the curve comes from coupled-cluster theory with single and double excitations (CCSD) in the cc-pVTZ basis. For two electrons this treats correlation fully within the basis; the error of the finite basis and corrections to the Born–Oppenheimer approximation remain. Solving the radial Schrödinger equation on a grid gives

$$
\Delta_{\rm vib}=0.517\ \text{eV}
$$

between $v=0$ and $v=1$ without rotation. The third digit is not converged: the larger cc-pVQZ basis lowers the quantum by about 0.0004 eV, to 0.516 eV, and the measured value is 0.5159 eV. The fraction below stays 0.39 with any of these. The fraction asked for in question 2, called the vibrational efficacy, is

$$
\frac{E_0-E_1}{\Delta_{\rm vib}}=\frac{0.201}{0.517}=0.39 .
$$

In this model, energy put into the first vibrational quantum is 39% as effective in meeting the threshold as the same energy put into normal motion.

The same curve gives the populations. The Boltzmann factor $e^{-\Delta_{\rm vib}/kT}$ is $4.59\times10^{-4}$. Summing over rotational levels, with weights $2J+1$ for even $J$ and $3(2J+1)$ for odd $J$, raises the thermal ratio to $4.83\times10^{-4}$. The increase is a factor $f=1.052$: the vibrating molecule is longer on average, so its rotational levels lie closer together. The third digit of these populations should not be trusted, because an error of only 0.001 eV in $\Delta_{\rm vib}$ changes them by 1.5%; going to the cc-pVQZ basis raises them by 0.6 to 0.7%. The desorbed ratio is

$$
r=\frac{D_1}{D_0}=20\times4.83\times10^{-4}=9.7\times10^{-3}.
$$

Even after a twentyfold enhancement, there is about one $v=1$ molecule for every hundred in $v=0$.

The inference can also be written in terms of $r$. Since $R=r/(f e^{-\Delta_{\rm vib}/kT})$,

$$
E_0-E_1=\Delta_{\rm vib}+kT\ln r-kT\ln f .
$$

The three terms are $0.517$, $-0.312$ and $-0.003$ eV, and they again give about 0.20 eV. The last term is the error made if a rotationally summed ratio is compared with the bare Boltzmann factor.

A useful limit is an efficacy of one, where the whole quantum is available to cross the barrier. Then $E_0-E_1=\Delta_{\rm vib}$ and $R=e^{\Delta_{\rm vib}/kT}$, which is about 2200 here. The desorbed ratio $r$ would equal $f$, so the two vibrational states would be almost equally populated. The given factor of 20 is large compared with one, but far below this limit.

### The normal energy demanded by the model

The desorbing molecules in state $v$ have normal energies above $E_v$, distributed as $e^{-E/kT}$. Put $E=E_v+x$. The common factor $e^{-E_v/kT}$ cancels between numerator and denominator:

$$
\overline{E}_v=\frac{\int_0^\infty(E_v+x)e^{-x/kT}dx}{\int_0^\infty e^{-x/kT}dx}
=\frac{E_v\,kT+(kT)^2}{kT}=E_v+kT .
$$

The ratio $R$ does not determine $E_0$. But $E_1\ge0$ requires $E_0\ge kT\ln R$, and hence

$$
\overline{E}_0\ge kT(1+\ln R)=0.06722\times3.9957\ \text{eV}=0.269\ \text{eV}.
$$

This is a lower bound, and it answers question 3. An equilibrium flux has mean normal energy $kT=0.067$ eV, so the least value the model allows is $1+\ln20\approx4.0$ times the thermal one. A measurement of the translational energy therefore provides a test of the model that the populations alone cannot give.

The bound can be seen from the other side. Once $E_1$ has reached zero, no further enhancement is possible, because every $v=1$ molecule already meets the threshold. The largest ratio is then $R=e^{E_0/kT}$. For $E_0=0.10$ eV it is 4.4, too small to explain a factor of 20.

To size some corrections below, take a round model value $E_0=0.80$ eV. Then $E_1=0.80-0.201=0.599$ eV. The averages $\langle S_v\rangle/A$ are $6.78\times10^{-6}$ for $v=0$ and $1.36\times10^{-4}$ for $v=1$. Both are small, and their quotient is 20. The corresponding mean normal energies are 0.87 and 0.67 eV.

### How firm is the inference?

**Error in the enhancement.** The dependence on $R$ is logarithmic. At fixed $T$, values of 15 and 25 give reductions of 0.182 and 0.216 eV. An error of 25% in $R$ therefore moves the result by less than 0.02 eV.

**Error in the temperature.** Suppose the raw ratio $r$ is held fixed while the assumed temperature changes. The thermal reference must then be recalculated. At 770 K the reduction becomes 0.205 eV, and at 790 K it becomes 0.197 eV. A hotter equilibrium gas already contains more $v=1$ molecules, which lowers $R$, while the prefactor $kT$ rises. The first effect wins: apart from the small change of $f$, the expression $\Delta_{\rm vib}+kT\ln(r/f)$ falls as $T$ rises, since $r<f$. If $R$ itself were held fixed, the formula $kT\ln R$ would instead rise with $T$. One must know which quantity was measured.

**Unequal plateaus.** If the plateaus are $A_0$ and $A_1$, they no longer cancel:

$$
R=\frac{A_1}{A_0}e^{(E_0-E_1)/kT}
\quad\Longrightarrow\quad
E_0-E_1=kT\left(\ln R-\ln\frac{A_1}{A_0}\right).
$$

With $A_1=2A_0$, the reduction is $0.06722\ln10=0.155$ eV. A factor of two in the plateaus thus matters more than a 25% error in $R$.

**Tunnelling.** For a parabolic barrier of height $E_0$ and frequency $\omega_b$, the transmission probability is $[1+e^{-2\pi(E-E_0)/\hbar\omega_b}]^{-1}$. Compare its thermal average with that of the sharp threshold. Let $s=2\pi(E-E_0)/\hbar\omega_b$ and $a=\hbar\omega_b/2\pi kT$, so that $dE/kT=a\,ds$. If the barrier is high enough to extend the lower limit to $-\infty$, the ratio of averages is

$$
q=a\int_{-\infty}^{\infty}\frac{e^{-as}}{1+e^{-s}}\,ds
=\frac{\pi a}{\sin\pi a},\qquad 0<a<1 .
$$

To evaluate the integral, call it $I$ and close the contour along the line $s+2\pi i$. There the integrand is multiplied by $e^{-2\pi ia}$. The enclosed pole at $s=i\pi$ has residue $e^{-i\pi a}$, so $I(1-e^{-2\pi ia})=2\pi i\,e^{-i\pi a}$, which gives $I=\pi/\sin\pi a$.

For a round value $\hbar\omega_b=0.10$ eV, $q=1.10$. If both barriers are high and have the same frequency, this factor cancels. If tunnelling acts in one state only, the inferred reduction shifts by $kT\ln q=0.006$ eV in magnitude. This small shift belongs to the chosen frequency: for $\hbar\omega_b=0.20$ eV, $q=1.49$ and the shift is 0.027 eV.

### The silicon surface

The temperature chosen lies in the rough range of 700 to 900 K relevant to hydrogen leaving Si(100) during growth from silane. For this surface, early measurements found hydrogen leaving with roughly thermal translational energy, while later ones report some excess, so the point is not settled. A thermal energy, taken together with an enhancement of 20, would conflict with the lower bound of 0.269 eV, and still more with the 0.87 eV that follows from $E_0=0.80$ eV. The comparison must be made like for like. Such energies are usually measured along the surface normal, where the flux weight is $xe^{-x}dx$ with $x=E/kT$ (see Variation 1). There the thermal mean is $2kT=0.134$ eV, and a threshold $e_0=E_0/kT$ gives the mean $kT(e_0^2+2e_0+2)/(1+e_0)$. For $e_0=\ln20$ this is 0.285 eV, about 2.1 times the thermal value rather than 4.0 times. The threshold of 0.80 eV is a value for sizing corrections, not a description of Si(100).

If the translational energy is indeed thermal and the adsorbed layer is in equilibrium, so that detailed balance applies, at least one of the model's assumptions about sticking must fail: sharp thresholds in the normal energy, their independence of rotation, or equal plateaus. The conflict does not say which. The population ratio alone cannot even reveal that there is a failure. Suppose sticking did not depend on $E$ at all, but were 20 times more probable for $v=1$. Then $R$ would again be 20, while the mean normal energy would be exactly the thermal $kT$. The difference of translational thresholds would be zero instead of 0.20 eV.

What survives is a statement about effective barriers. Define $B_v$ by $\langle S_v\rangle=C e^{-B_v/kT}$, with the same constant $C$ for both states. Then $B_0-B_1=kT\ln R=0.201$ eV, whatever the dependence of $S_v$ on $E$. This $B_v$ is defined at one temperature and has the character of a free energy; it is not the activation energy of an Arrhenius plot. The difference of Arrhenius slopes would be zero for a constant factor of 20 that does not change with $T$, and 0.23 eV for the blurred thresholds of Variation 2. Such a barrier may also include energy supplied by motion of the surface atoms. It should not be read as a barrier height on a rigid surface without further evidence.

## Variation 1: a detector on the surface normal

**Question.** The detector accepts a small cone around the surface normal, and $R=20$ refers to the signal in that cone. Take $E_0=0.80$ eV. What is the reduction if the detector measures flux? What if it measures density?

**Solution.** Along the normal, all the translational energy is normal energy. In a fixed small solid angle the volume element in velocity space is proportional to $u^2du$, and the flux carries another factor $u$. With $x=mu^2/2kT$, the weight $u^3e^{-x}du$ is proportional to $x e^{-x}dx$. Write $e_v=E_v/kT$. Relative to a thermal flux in the same cone, the signal is

$$
A\int_{e_v}^{\infty}x e^{-x}dx=A(1+e_v)e^{-e_v},
$$

since $-(1+x)e^{-x}$ is an antiderivative of $xe^{-x}$ and the full thermal integral is one. Thus

$$
R=\frac{1+e_1}{1+e_0}\,e^{e_0-e_1},\qquad
E_0-E_1=kT\left[\ln R+\ln\frac{1+e_0}{1+e_1}\right].
$$

Because $e_1$ appears on both sides, the equation is solved numerically. The reduction is 0.221 eV. It exceeds 0.201 eV because the prefactor favours the state with the higher threshold: its faster molecules are focused more strongly along the normal.

A density detector registers each molecule in proportion to the time it spends in the detection volume, hence with weight $1/u$. Put $w=\sqrt{x}$. The signal is proportional to $\int w^2e^{-w^2}dw$. Integration by parts gives

$$
\int_{\sqrt{e_v}}^{\infty}w^2e^{-w^2}dw
=\frac{\sqrt{e_v}}2e^{-e_v}+\frac{\sqrt\pi}{4}\,\mathrm{erfc}\sqrt{e_v}.
$$

Dividing by the thermal value $\sqrt\pi/4$ gives the relative signal

$$
A\left[2\sqrt{\frac{e_v}{\pi}}\,e^{-e_v}+\mathrm{erfc}\sqrt{e_v}\right].
$$

Setting the ratio for the two states equal to 20 and solving numerically gives 0.211 eV. Unlike the angle-integrated flux, both of these signals require a value of $E_0$ before the reduction can be inferred: the flux result is 0.254 eV for $E_0=0.4$ eV and 0.211 eV for $E_0=1.5$ eV. The cone must also be narrow, with half-angle $\theta$ such that $e_0\tan^2\theta\ll1$; at $10^\circ$ the flux result has already fallen from 0.221 to 0.218 eV.

## Variation 2: thresholds of finite width

**Question.** Return to the angle-integrated flux. Replace each step by $S_v=\tfrac12A\{1+\mathrm{erf}[(E-E_v)/W_v]\}$, with $W_0=0.12$ eV, $W_1=0.15$ eV and $E_0=0.80$ eV. How far apart are the midpoints $E_0$ and $E_1$ if $R=20$?

**Solution.** Integrate the thermal average by parts:

$$
\langle S_v\rangle=S_v(0)+\int_0^\infty S_v'(E)e^{-E/kT}dE,\qquad
S_v'=\frac{A}{W_v\sqrt\pi}e^{-(E-E_v)^2/W_v^2}.
$$

With $y=E-E_v$, completing the square gives

$$
\frac{y^2}{W_v^2}+\frac{y}{kT}
=\frac{1}{W_v^2}\left(y+\frac{W_v^2}{2kT}\right)^2-\frac{W_v^2}{4(kT)^2}.
$$

The integrand is a Gaussian centred at $E=E_v-W_v^2/2kT$. If this centre lies several widths above zero, the lower limit can be extended to $-\infty$ and $S_v(0)$ neglected. Then

$$
\langle S_v\rangle\simeq A\exp\left[-\frac{E_v}{kT}+\frac{W_v^2}{4(kT)^2}\right],
$$

$$
E_0-E_1\simeq kT\ln R-\frac{W_1^2-W_0^2}{4kT}.
$$

The width term is $(0.0225-0.0144)/(4\times0.06722)=0.030$ eV, so the midpoint reduction is 0.171 eV. The condition holds: for $v=1$, the Gaussian centre is at $0.63-0.17=0.46$ eV, about three widths above zero.

Equal widths cancel within this approximation, so blurring alone does not spoil the sharp-threshold result as long as both Gaussian centres stay several widths above zero. When they do not, it does: $E_0=0.40$ eV with $W_0=W_1=0.15$ eV gives 0.222 eV. A difference in blurring does. The broader $v=1$ threshold admits more molecules from the heavily populated low-energy side, and part of the enhancement then needs no shift of the midpoint.
